# Fermi Level from Charge Neutrality with Defect Totals Frozen at Growth

A room-temperature carrier density for a crystal grown hot depends on a decision made before the solver runs: which defect numbers may still change at 300 K? In the model semiconductor treated below, full defect equilibrium at 300 K gives $5.9\times10^{16}$ free electrons per cm³. Freezing both the number and the charge of each native defect at growth gives $5.3\times10^{16}$. Freezing the numbers while letting the charges adjust gives $3.4\times10^{16}$. The last choice describes cooling that is fast for atoms, which must hop over barriers, and slow for electrons, which need only be captured or emitted.

All three calculations look for the Fermi level at which the net charge vanishes. Bisection finds it safely if the net charge has one zero, and the proof can be seen first on two lattice sites.

## Two sites by hand

Energies are in eV, with the Fermi level $E_F$ measured from the valence-band edge. Charges $q$ are in units of the elementary charge $e$, and $\beta=1/k_BT$. A defect of charge $q$ has given up $q$ electrons to a reservoir at energy $E_F$, so its formation energy is

$$E_q(E_F)=E_q(0)+qE_F .$$

The atomic chemical potentials are held fixed and are contained in $E_q(0)$.

Let each site be perfect, or hold an acceptor that is neutral or has charge $-1$. Relative to the perfect site, whose weight is 1, the two defect states have Boltzmann weights

$$a=g_0e^{-\beta E_0(0)},\qquad b=g_-e^{-\beta[E_-(0)-E_F]},$$

where $g_0$ and $g_-$ count internal states, such as spin. Only $b$ depends on the Fermi level, and $db/dE_F=\beta b$.

**Open sites.** During growth, defects form and disappear freely. The sites are independent, and the mean charge of one site is $-b/(1+a+b)$. By the quotient rule,

$$\frac{d}{dE_F}\left(\frac{-b}{1+a+b}\right)
=-\beta\,\frac{b(1+a+b)-b^2}{(1+a+b)^2}
=-\beta P(1-P),$$

with $P=b/(1+a+b)$ the probability that the site is charged. A variable equal to $-1$ with probability $P$ and to $0$ otherwise has mean square $P$ and mean $-P$, hence variance $P-P^2$. The slope is therefore $-\beta$ times the variance of the charge.

**A frozen number.** Now let the two sites hold one defect between them, and let it stay there. It can sit on either site in either charge state, so the weights add up to $2a+2b$, and the charged states contribute $2b$. The mean charge is

$$-\frac{2b}{2a+2b}=-\frac{b}{a+b}.$$

The factor 2, which counts the arrangements, has cancelled. So would any factor common to $a$ and $b$. A change in the atomic chemical potentials gives such a factor, because both charge states contain the same atoms. The frozen problem therefore needs no chemical potentials. Its slope is $-\beta ab/(a+b)^2$, again $-\beta$ times the variance of the charge.

**Neutrality.** Take $K$ such frozen acceptors and add a fixed positive charge $K/2$. Neutrality requires $b/(a+b)=1/2$, that is $a=b$. Taking logarithms,

$$E_F=E_-(0)-E_0(0)+k_BT\ln\frac{g_0}{g_-}.$$

If the fixed positive charge were larger than $K$, the acceptors could not balance it at any Fermi level. A solution then needs the band carriers. Defects help to locate the root, but carriers guarantee that it exists.

## Any number of charge states

Let a site, or a frozen defect, have states $s$ with charges $q_s$ and weights $w_s=g_s\exp\{-\beta[E_s(0)+q_sE_F]\}$. For an open site the list includes the perfect site, with charge 0 and weight 1. For a frozen defect it does not. Each weight obeys $dw_s/dE_F=-\beta q_sw_s$. With $z=\sum_sw_s$ and $\langle q\rangle=\sum_sq_sw_s/z$,

$$\frac{d\langle q\rangle}{dE_F}
=\frac{-\beta\sum_sq_s^2w_s}{z}
-\frac{\left(\sum_sq_sw_s\right)\left(-\beta\sum_sq_sw_s\right)}{z^2}
=-\beta\left(\langle q^2\rangle-\langle q\rangle^2\right)\le0 .$$

The slope is zero if only one charge is possible, as for a frozen defect with a single charge state.

The densities follow from the same weights. Let $S=\sum_qw_q$ run over the defect's charge states alone. With $N$ available sites per volume, the open defect has

$$c_q=N\frac{w_q}{1+S},$$

and the defect frozen at total density $C$ has

$$c_q=C\frac{w_q}{S}.$$

The second formula holds for any number of defects. If $K$ of them occupy $M$ sites, the number of arrangements $\binom{M}{K}$ multiplies every term of the partition function $\binom{M}{K}S^K$ and drops out of averages, leaving $K$ independent defects.

For $S\ll1$ the open formula becomes the dilute one, $c_q\approx Nw_q$. The dilute total $NS$ exceeds the total $NS/(1+S)$ by the relative amount $S$, which is close to the occupied fraction of sites.

These formulas assume that defects on different sites do not interact. If formation energies depend on the defect densities, further terms enter the slope and the proof no longer covers the problem.

## The band carriers

Take a parabolic conduction band of mass $m_e^*$ starting at the gap energy $E_g$. With two spins per wavevector,

$$n=2\int\frac{d^3k}{(2\pi)^3}f=\frac1{\pi^2}\int_0^\infty k^2f\,dk ,$$

since $d^3k=4\pi k^2dk$. Set $x=\hbar^2k^2/(2m_e^*k_BT)$. Then $k=(2m_e^*k_BT/\hbar^2)^{1/2}x^{1/2}$ and

$$k^2dk=\frac12\left(\frac{2m_e^*k_BT}{\hbar^2}\right)^{3/2}\sqrt x\,dx .$$

Define $N_c=2\,(m_e^*k_BT/2\pi\hbar^2)^{3/2}$. The bracket above is $4\pi$ times the one in $N_c$, and $(4\pi)^{3/2}=8\pi^{3/2}$, so its power $3/2$ equals $4\pi^{3/2}N_c$. The prefactor of the integral is $\frac{1}{\pi^2}\cdot\frac12\cdot4\pi^{3/2}N_c=2N_c/\sqrt\pi$, which gives

$$n=\frac{2N_c}{\sqrt\pi}\int_0^\infty\sqrt x\,f\,dx,\qquad
f=\frac1{1+e^{x-\eta}},\qquad \eta=\frac{E_F-E_g}{k_BT}.$$

The hole density $p$ has the same form, with $N_v$ built from the hole mass and with $\eta$ replaced by $-E_F/k_BT$. Call the hole occupation $h$.

Differentiating the occupations gives $df/dE_F=\beta f(1-f)$ and $dh/dE_F=-\beta h(1-h)$. Raising the Fermi level adds electrons and removes holes, so $p-n$ falls strictly. The products $f(1-f)$ and $h(1-h)$ are the variances of the occupation of one state.

## One root, and how bisection finds it

The net charge density is

$$Q(E_F)=p-n+\sum_d\sum_q q\,c_{d,q},$$

where $d$ labels the defects, dopants included. Adding the slopes,

$$\frac{dQ}{dE_F}=-\beta\times(\text{variance of the charge per volume})<0 .$$

The inequality is strict because the carrier terms never vanish at $T>0$. There is thus at most one root.

There is also at least one. The defect charge is bounded, since sites and frozen defects are finite in number. The electron density is not: for $\eta>0$ every state with $x<\eta$ has $f>1/2$, hence

$$n>\frac{2N_c}{\sqrt\pi}\cdot\frac12\int_0^\eta\sqrt x\,dx=\frac{2N_c}{3\sqrt\pi}\,\eta^{3/2}.$$

So $Q$ becomes negative at high enough $E_F$. The same bound for holes makes it positive at low enough $E_F$. A root may lie outside the gap, as in heavy doping, so the search interval must be allowed to widen.

Start from $Q(E_{\rm low})>0>Q(E_{\rm high})$ and evaluate $Q$ at the midpoint. If it is positive, the root lies above and the midpoint replaces $E_{\rm low}$; if negative, it replaces $E_{\rm high}$. Each step halves the interval and keeps the root inside. After $j$ halvings of an initial width $W$, the next midpoint is at most half an interval from the root:

$$|E_{\rm mid}-E_F|\le\frac{W}{2^{j+1}} .$$

This holds in exact arithmetic. In a computer, an error $\delta Q$ in the charge displaces the root by about $\delta Q/|dQ/dE_F|$, so a flat $Q$ sets a coarser limit.

The full calculation is then:

1. At the growth temperature, solve $Q=0$ with native defects open and the dopant total fixed.
2. For each native defect, add up its charge states to obtain $C_d=\sum_qc_{d,q}$.
3. At room temperature, replace the open formula by the frozen one with these $C_d$, recompute $N_c$ and $N_v$, and solve $Q=0$ again.

A useful check is to solve the frozen problem at the growth temperature. At the growth Fermi level, $C=NS/(1+S)$ turns $Cw_q/S$ back into $Nw_q/(1+S)$, so the old root still satisfies neutrality. Because the root is unique, the solver must return it.

## A doped crystal grown at 1200 K

The model has a gap of 1.5 eV and masses of 0.5 (electrons) and 1.0 (holes) electron masses. A donor dopant of density $10^{17}$ cm⁻³ has its level 0.03 eV below the conduction band. There are two native defects, each with $2\times10^{22}$ sites per cm³:

- acceptor V, with $E_q(0)=2.0,\ 2.4,\ 3.1$ eV for $q=0,-1,-2$;
- donor D, with $E_q(0)=2.0,\ 0.8,\ 0.0$ eV for $q=0,+1,+2$.

The singly charged states of V and D and the neutral dopant have degeneracy 2, the other states 1. The gap, masses and formation energies are taken as independent of temperature. Real gaps shrink on heating, and the results are sensitive to this: if at 1200 K the conduction edge and the dopant level lie 0.1 eV lower, with everything else unchanged, the frozen total of V falls from $3.2\times10^{16}$ to $1.5\times10^{16}$ cm⁻³ and the electron density after the quench rises from $3.4\times10^{16}$ to $6.6\times10^{16}$ cm⁻³. Temperature-dependent free energies could replace them without affecting the proof, which is made at one temperature at a time.

**Growth.** The interval from 0 to 1.5 eV gives the midpoints 0.750, 1.125, 0.938, 0.844, 0.797 and 0.820 eV. The move from 0.750 up to 1.125 shows that $Q(0.750)>0$; the move down to 0.938 shows that $Q(1.125)<0$. To shrink the interval to $10^{-12}$ eV requires $2^j\ge1.5\times10^{12}$, hence $j=41$. That precision serves to test the algorithm; the model does not deserve it.

The root is $E_F=0.8375$ eV. With $k_BT=0.10341$ eV, the doubly charged acceptor has

$$c_{-2}\approx2\times10^{22}\exp\left(-\frac{3.10-2(0.8375)}{0.10341}\right)\approx2.07\times10^{16}\ \text{cm}^{-3}.$$

The dilute formula suffices here, as its relative error in the total of V is $1.6\times10^{-6}$. In units of $10^{16}$ cm⁻³, the positive charge from holes, dopants, D⁺ and D²⁺ is

$$6.098+9.956+0.531+2(0.1845)=16.95,$$

and the negative charge from electrons, V⁻ and V²⁻ is

$$11.711+1.096+2(2.073)=16.95 .$$

The totals to freeze are $3.18\times10^{16}$ cm⁻³ for V and $7.2\times10^{15}$ cm⁻³ for D.

**After the quench.** At 300 K the root moves to $E_F=1.356$ eV. Two levels of equal formation energy explain the new charge states. V⁻ and V²⁻ cost the same at $3.1-2.4=0.7$ eV, far below $E_F$, so nearly every V is doubly negative. D⁺ and D⁰ cost the same at $2.0-0.8=1.2$ eV, also below $E_F$. With $k_BT=0.02585$ eV,

$$\frac{c_{+1}}{c_0}=2\exp\left(-\frac{1.3563-1.2}{0.02585}\right)\approx0.005,$$

so nearly every D is neutral. Holes are negligible, and neutrality gives, again in units of $10^{16}$ cm⁻³,

$$n=9.760+0.003-2(3.177)=3.41 .$$

The first term is the ionized dopant; about 2.4% of the dopants are neutral.

**The two other choices.** At growth the native defects carried a net charge of $0.900-5.242=-4.34$ in these units. After recharging they carry $0.003-6.354=-6.35$. Freezing the growth charges misses this extra electron capture and gives $n=5.29$, which is 55% above the result with frozen totals. Full equilibrium at 300 K lowers the density of V to 1.85 and gives $n=5.89$, which is 73% above it.

## Changing the growth temperature

The table gives densities in cm⁻³. The column "V, undoped" is a control calculation without the dopant; $n$ is the density at 300 K after the quench.

| Growth, K | $E_F$ at growth, eV | V | V, undoped | $n$ |
|---|---|---|---|---|
| 900 | 0.999 | 1.41e16 | 1.0e14 | 6.7e16 |
| 1000 | 0.934 | 1.41e16 | 7.9e14 | 6.7e16 |
| 1100 | 0.877 | 1.77e16 | 4.3e15 | 6.0e16 |
| 1200 | 0.838 | 3.18e16 | 1.7e16 | 3.4e16 |
| 1300 | 0.817 | 7.13e16 | 5.4e16 | 1.9e7 |

The acceptor totals at 900 K and 1000 K agree to the digits shown, although the undoped total grows eightfold. Cooling makes defects rarer at a given formation energy, but in the doped crystal it also raises $E_F$, which makes V²⁻ cheaper. Its formation energy $3.10-2E_F$ is 1.102 eV at 900 K and 1.231 eV at 1000 K. Divided by $k_BT$, these are 14.21 and 14.29, so V²⁻ falls slightly on heating, from about $1.35\times10^{16}$ to $1.25\times10^{16}$ cm⁻³. Over the same step V⁻ rises from about $0.06\times10^{16}$ to $0.16\times10^{16}$ cm⁻³, and the two changes nearly cancel. The equality belongs to these two temperatures: the total is not constant between them but dips to $1.39\times10^{16}$ cm⁻³ at 950 K.

The last row has a different cause. Each V can hold two electrons, so the dopants leave a surplus of about $N_{\rm dop}-2C_V$, where $N_{\rm dop}$ is the dopant density. At 1200 K this estimate is $3.6\times10^{16}$ cm⁻³, close to the computed $n$. At 1300 K it is $-4.3\times10^{16}$ cm⁻³: the acceptors can take more electrons than the dopants supply. The Fermi level after the quench drops to 0.805 eV, and few electrons remain in the conduction band. Electronic equilibrium is then slow at 300 K: the emission time $e^{\Delta E/k_BT}/(\sigma vN_c)$ from a level $\Delta E=0.7$ eV below the conduction band, with $v$ the thermal velocity, is about 4 s for a capture cross section $\sigma=10^{-15}$ cm² and about an hour for $10^{-18}$ cm², so this row holds only after such a wait. The deficit is made up mostly by D. At growth, with $E_F=0.8173$ eV and $k_BT=0.1120$ eV, the dilute formula gives D⁺, D²⁺ and D⁰ densities of about 2.15, 0.92 and 0.04 in units of $10^{16}$ cm⁻³, a total of 3.1. D⁺ and D²⁺ cost the same at 0.8 eV, so after the quench $c_{+2}/c_{+1}=\tfrac12\exp[-(0.8049-0.8)/0.02585]\approx0.41$, and D⁰ is negligible. The mean charge of D is then $(1+2\times0.41)/1.41\approx1.29$, which supplies about 4.0 of the deficit of 4.3. The rest comes from the few V that hold only one electron. One electron per D cannot cover the deficit, so the Fermi level must fall to the lower level of D. If both levels of D lay near the conduction band, the same total could give up about 6.2, more than the deficit, and free electrons would remain: $1.7\times10^{16}$ cm⁻³ for levels 0.03 and 0.06 eV below the edge, but only $7\times10^{13}$ cm⁻³ for levels 0.1 and 0.3 eV below it.

Freezing at one temperature is itself an idealization. In slow cooling, a mobile defect continues to equilibrate after a sluggish one has stopped, so each needs its own freezing temperature. Defects that pair or annihilate during cooling change the totals, and step 2 must then be replaced by a kinetic calculation. Once the surviving totals are known, step 3 and its proof of a single root apply unchanged, provided the electrons still reach equilibrium and the defects do not interact.

The numerical check confirms the site statistics by enumerating a small lattice, the slope by finite differences, and the two roots for growth at 1200 K and the quench that follows by an independent high-precision calculation.

## Numbers as computed

```
gap 1.50 eV; masses 0.5 (e), 1.0 (h)
sites per native defect 2.0e+22 cm^-3; dopant 1.0e+17 cm^-3
dopant level below conduction edge: 0.030 eV
V charge +0: degeneracy 1, energy at E_F=0 2.00 eV
V charge -1: degeneracy 2, energy at E_F=0 2.40 eV
V charge -2: degeneracy 1, energy at E_F=0 3.10 eV
D charge +0: degeneracy 1, energy at E_F=0 2.00 eV
D charge +1: degeneracy 2, energy at E_F=0 0.80 eV
D charge +2: degeneracy 1, energy at E_F=0 0.00 eV
T 1200 K: kT 0.10341 eV, N_c 7.0977e+19, N_v 2.0075e+20 cm^-3
T 300 K: kT 0.02585 eV, N_c 8.8721e+18, N_v 2.5094e+19 cm^-3
first growth midpoints (eV): 0.75000, 1.12500, 0.93750, 0.84375, 0.79688, 0.82031
halvings to 1e-12 eV: growth 41, room 41; start width 1.50 eV
growth, 1200 K: E_F 0.837529 eV, n 1.1711e+17, p 6.0975e+16 cm^-3
  slope dQ/dE_F -2.7562e+18 cm^-3/eV
  dopant (cm^-3): +1: 9.9561e+16, +0: 4.3940e+14
  V (cm^-3): +0: 7.9689e+13, -1: 1.0964e+16, -2: 2.0727e+16
  D (cm^-3): +0: 7.9689e+13, +1: 5.3057e+15, +2: 1.8454e+15
quenched, 300 K: E_F 1.356259 eV, n 3.4095e+16, p 4.1250e-04 cm^-3
  slope dQ/dE_F -1.4089e+18 cm^-3/eV
  dopant (cm^-3): +1: 9.7603e+16, +0: 2.3973e+15
  V (cm^-3): +0: 2.5877e-11, -1: 6.0033e+05, -2: 3.1771e+16
  D (cm^-3): +0: 7.1967e+15, +1: 3.4129e+13, +2: 7.7153e+03
frozen totals: V 3.1771e+16, D 7.2308e+15 cm^-3
V site fraction 1.589e-06; dilute formula relative error 1.589e-06
root minus high-precision root: growth -2.1e-13, room 9.7e-14 eV
full equilibrium at 300 K: E_F 1.37042 eV, n 5.8906e+16, V 1.8510e+16 cm^-3
native charge states frozen too: E_F 1.36764 eV, n 5.2905e+16 cm^-3
scan: T_growth K | E_F growth eV | V | V undoped | dopant-2V | E_F 300 K eV | n 300 K (densities cm^-3)
900 | 0.9991 | 1.411e+16 | 1.001e+14 | 7.178e+16 | 1.3738 | 6.716e+16
1000 | 0.9344 | 1.411e+16 | 7.946e+14 | 7.178e+16 | 1.3738 | 6.716e+16
1100 | 0.8765 | 1.769e+16 | 4.265e+15 | 6.462e+16 | 1.3711 | 6.045e+16
1200 | 0.8375 | 3.177e+16 | 1.703e+16 | 3.646e+16 | 1.3563 | 3.410e+16
1300 | 0.8173 | 7.127e+16 | 5.427e+16 | -4.254e+16 | 0.8049 | 1.864e+07
```
